Hydrogenic donors: binding energy and Bohr radius by rescaling hydrogen

**1. The special case: hydrogen itself**

Take an electron of mass m₀ in vacuum, bound to a fixed point charge +e. With

C = e²/(4πε₀),

its potential energy is −C/r, and the Schrödinger equation is

−(ħ²/2m₀)∇²F − (C/r)F = E F.

Try a function that decays at a single rate, F = exp(−r/a), with a still unknown. For a function of r alone, ∇²F = F″ + (2/r)F′. Here F′ = −F/a and F″ = F/a², so

∇²F = [1/a² − 2/(a r)] F.

Inserting this gives

−(ħ²/2m₀)∇²F − (C/r)F = [−ħ²/(2m₀a²) + (ħ²/(m₀a) − C)/r] F.

The right side is a constant times F if the 1/r terms cancel, which requires ħ²/(m₀a) = C. This fixes the length and the energy:

a₀ = ħ²/(m₀C) = 4πε₀ħ²/(m₀e²),

E = −Ry, with Ry = ħ²/(2m₀a₀²).

Numerically a₀ = 0.052918 nm and Ry = 13.6057 eV.

The calculation used only two properties of the system: a kinetic energy proportional to −∇² and a potential energy proportional to −1/r. A donor electron in a semiconductor has both, approximately, with different prefactors.

**2. The donor and its screened charge**

A donor atom has one valence electron more than the bonding of the host requires. When this electron is removed, a core of net charge +e remains. Let the host be an isotropic dielectric with static relative permittivity ε. At distances where macroscopic electrostatics holds, Gauss's law for the displacement field D on a sphere of radius r reads

4πr² D = e.

The electric field is D/(ε₀ε) = e/(4πε₀εr²). Integrating it inward from infinity and multiplying by the electron charge −e gives the potential energy

U(r) = −C/(ε r).

The static permittivity is appropriate if the polarization can follow the electron. For the electronic polarization this requires a binding energy far below the band gap. In a polar crystal the ions contribute to ε too, and the binding energy must then also be far below the optical-phonon energy. The coupling to the lattice can in addition change the electron's mass; that effect is not treated here.

**3. From the crystal to an envelope equation**

The electron moves in U and in the periodic potential of the host. Let H₀ be the Hamiltonian of the perfect host, and let its conduction band have a single minimum. Measure k from the minimum and energies from the band edge. Near the minimum the band is taken as isotropic and parabolic:

W(k) = ħ²k²/(2m*), m* = μ m₀.

The effective mass m* therefore expresses the band curvature, d²W/dk² = ħ²/m*.

In a crystal of volume Ω, write the Bloch states as φ_k = Ω^(−1/2) u_k(r) exp(ik·r), where |u_k|² has cell average 1. If the minimum lies away from the zone centre, its fixed phase factor is included in u_k; this factor cancels in the products below. Expand the donor state in this one band:

ψ = Σ_k c_k φ_k.

Projecting (H₀ + U)ψ = Eψ on φ_k gives

W(k) c_k + Σ_k′ ⟨φ_k|U|φ_k′⟩ c_k′ = E c_k.

The matrix element is

⟨φ_k|U|φ_k′⟩ = (1/Ω) ∫ exp[−i(k−k′)·r] U(r) u_k*(r) u_k′(r) d³r.

Two approximations now enter.

- If U and the exponential vary little across one cell, the product u_k* u_k′ may be replaced by its cell average.
- If k and k′ both lie close to the minimum, both functions are close to the band-edge function u_c, and that average is close to 1.

What remains is the Fourier component U_(k−k′) of U:

W(k) c_k + Σ_k′ U_(k−k′) c_k′ = E c_k.

Define the envelope function F(r) = Ω^(−1/2) Σ_k c_k exp(ik·r). Multiply the last equation by Ω^(−1/2) exp(ik·r) and sum over k. In the first term each factor k² is produced by −∇² acting on exp(ik·r). In the second, set q = k − k′; the double sum factorizes into Σ_q U_q exp(iq·r) = U(r) times F(r). The result is

−(ħ²/2m*)∇²F − (C/(ε r))F = E F, ψ ≈ u_c F.

The periodic potential has disappeared from the equation. Its effect is contained in m* and in the rapidly varying factor u_c.

Near the core U is not slowly varying, and the macroscopic ε does not apply there either. The equation can still be good if the electron spends little time in that region. Sections 7 and 8 examine this.

**4. The rescaling**

Measure distance in units of a length a* to be chosen: r = a*ρ. Then ∇² = ∇_ρ²/a*², and

−(ħ²/(2m*a*²)) ∇_ρ²F − (C/(ε a* ρ))F = E F.

Divide by ħ²/(2m*a*²):

−∇_ρ²F − (2/ρ) [m* a* C/(ε ħ²)] F = [E/(ħ²/(2m*a*²))] F.

Choose a* so that the bracket on the left equals 1:

a* = ε ħ²/(m*C) = (ε/μ) a₀.

With the energy unit E_d = ħ²/(2m*a*²), the equation becomes

−∇_ρ²F − (2/ρ)F = (E/E_d) F.

No material parameter is left. For μ = ε = 1 this is the hydrogen equation of section 1 in units of a₀ and Ry, so the donor and hydrogen share the same dimensionless eigenvalues. The energy unit follows by inserting m* = μm₀ and a* = εa₀/μ:

E_d = [ħ²/(2μm₀a₀²)] (μ²/ε²) = μ Ry/ε².

The function exp(−ρ) has E/E_d = −1, by the same substitution as in section 1. If it is the ground state, E_d is the binding energy, that is, the energy needed to lift the electron from the donor to the band edge.

The two parameters act differently. A light mass makes confinement expensive, so the orbit expands by 1/μ and the binding falls by μ. Screening weakens the attraction by 1/ε at any given distance and also enlarges the orbit by ε, which gives two factors of 1/ε in the energy. The relation E_d = C/(2εa*) shows both.

**5. No state lies lower**

For any normalized F with finite kinetic energy, in units of a* and E_d, consider the integral

J = ∫ |∇F + r̂F|² d³ρ ≥ 0,

where r̂ is the radial unit vector. Multiplying out,

J = ∫ |∇F|² d³ρ + ∫ |F|² d³ρ + ∫ r̂·∇|F|² d³ρ.

Integrate the last term by parts. The surface term vanishes for a bound state, and the divergence of r̂ is 2/ρ, so the term equals −∫(2/ρ)|F|² d³ρ. The first and last terms together are the energy expectation value ⟨E⟩/E_d, and the middle one is 1. Hence

J = ⟨E⟩/E_d + 1 ≥ 0, so ⟨E⟩ ≥ −E_d.

Equality requires ∇F = −r̂F, whose solution is a constant times exp(−ρ). This is therefore the ground state, and it is unique apart from spin. As an illustration, the best Gaussian trial function reaches −0.8488 E_d, above the bound as it must be.

Normalization uses ∫4πr² exp(−2r/a*) dr = πa*³, so

F(r) = exp(−r/a*)/√(πa*³).

The radial probability density is 4r² exp(−2r/a*)/a*³. Its logarithmic derivative, 2/r − 2/a*, vanishes at r = a*, the most probable distance. The mean distance is

⟨r⟩ = (4/a*³) ∫ r³ exp(−2r/a*) dr = (4/a*³)(6a*⁴/16) = 3a*/2.

**6. The excited levels**

For angular momentum l, write F = (u(ρ)/ρ) times a spherical harmonic, and E/E_d = −κ² with κ > 0. The radial equation is

u″ + [2/ρ − l(l+1)/ρ²] u = κ² u.

Set u = ρ^(l+1) exp(−κρ) w(ρ), which contains the regular behaviour at the origin and the decay at infinity. Carrying out the derivatives, the l(l+1)/ρ² and κ² terms cancel, and multiplication by ρ leaves

ρw″ + 2(l+1−κρ)w′ + 2[1−κ(l+1)]w = 0.

With w = Σ_j c_j ρ^j, the coefficient of ρ^j gives

(j+1)(j+2l+2) c_(j+1) = 2[κ(j+l+1) − 1] c_j.

If the series does not end, c_(j+1)/c_j approaches 2κ/j, so w grows like exp(2κρ) and u diverges. It must therefore end at some j, which requires κ = 1/n with n = j + l + 1. The donor levels are

E_n = −E_d/n², n = 1, 2, 3, …

The 1s–2p spacing is E_d(1 − 1/4) = 3E_d/4.

**7. A worked example**

Take the round model parameters μ = 0.1 and ε = 15. Then

E_d = 0.1 × 13.6057 eV/15² = 6.047 meV,

a* = (15/0.1) × 0.052918 nm = 7.938 nm.

Direct numerical diagonalization of the radial equation, done in nm and eV without the rescaling, also gives 6.047 meV. The 2s and 2p levels both come out at −1.512 meV, which is −E_d/4, and the 1s–2p spacing at 4.535 meV. The radial density peaks at 7.94 nm and the mean radius is 11.91 nm.

Changing one parameter at a time separates the two scaling laws. Doubling the mass to μ = 0.2 doubles the binding to 12.094 meV and halves the radius to 3.969 nm. Returning to μ = 0.1 and lowering ε to 10 multiplies the binding by (15/10)² = 2.25, to 13.606 meV, while the radius shrinks to 5.292 nm.

Is the example consistent with the assumption of a large orbit? Let the lattice spacing be 0.5 nm. Then a* is 15.88 spacings, and a sphere of radius a* holds about 16,800 cubic cells.

The same question can be asked in k space. The Fourier transform of F is

f(k) = (2π)^(−3/2) (4π/k) ∫ r sin(kr) F(r) dr.

The integral follows from the imaginary part of ∫ r exp[−(1/a* − ik)r] dr = (1/a* − ik)^(−2):

∫ r sin(kr) exp(−r/a*) dr = 2k a*³/(1 + k²a*²)².

Inserting it and squaring gives the momentum density

|f(k)|² = 8a*³/[π²(1 + k²a*²)⁴].

Its width is of order 1/a*. One tenth of the zone-edge wave number is 0.1π/(0.5 nm) = 0.628 nm⁻¹, or about 5/a*. The probability of finding a larger k is 5.9 × 10⁻⁴. The state is thus built almost entirely from Bloch states near the minimum, as section 3 assumed. Whether the band is parabolic over that region must be checked for each material.

**8. What the core changes**

Close to the core the host cannot screen fully. A simple model lets the screening set in over a length s:

U(r) = −(C/r)[1/ε + (1−1/ε) exp(−r/s)].

The potential is unscreened as r → 0 and has the form −C/(εr) for r much larger than s. To first order, the energy changes by the expectation value of the additional term. For s much smaller than a*, |F|² may be replaced by its value at the origin, 1/(πa*³):

ΔE ≈ −(1−1/ε) C [1/(πa*³)] 4π ∫ r exp(−r/s) dr = −4(1−1/ε) C s²/a*³,

because the integral equals s². Dividing by E_d = C/(2εa*) gives the relative increase in binding:

|ΔE|/E_d ≈ 8(ε−1)(s/a*)².

The estimate also requires that F itself change little within the distance s. The potential there is nearly unscreened, and its own Bohr radius is a₀/μ = a*/ε. So s must be much smaller than a*/ε, which is 0.529 nm in the example, and not only much smaller than a*.

For s = 0.1 nm in the example, the first-order estimate is 0.1075 meV. Diagonalization with the modified potential gives about 0.13 meV, or 2.2 percent of E_d. For s = 0.05 nm the values are 0.0269 and about 0.029 meV, the latter being about 0.5 percent of E_d. The diagonalized shifts are rounded because the finite grid affects their next digit.

The numerical shifts exceed the estimates because the electron is drawn inward. With F unchanged, the shift could not exceed the estimate, since |F|² is largest at the origin. The excess must therefore come from the change of the wave function, which can only lower the ground-state energy further.

In this model, then, a screening length of 0.05 nm changes the third digit of 6.047 meV, and one of 0.1 nm changes the second. A real donor core also differs chemically from the host atom it replaces. This central-cell correction differs from one donor species to another, whereas the formula for E_d contains nothing specific to the donor. States with l > 0 have F = 0 at the core and are less sensitive to a short-range change of U. If the short-range attraction is strong enough to pull the electron into a few cells, the envelope picture itself fails.

**9. A check with an explicit crystal**

The approximations of section 3 can be tested where the full crystal problem is solvable. For s states, u = rF obeys

−(ħ²/2m*)u″ − (C/(εr))u = E u, u(0) = 0.

The odd states of a particle on a line in the potential −g/|x| obey the same equation for x > 0, with g in place of C/ε. A one-dimensional crystal with this added potential can therefore test whether the s-state envelope result, with the band mass, is approached as the orbit grows, provided that the band-edge function u_c is even about x = 0. Only then does an odd state ψ ≈ u_c F have an odd envelope F.

The periodic potential is V₀cos(2πx/d), with period d and V₀ = 6 ħ²/(m₀d²). The band above the first gap has its minimum at the zone boundary. The state just below the gap resembles sin(πx/d), which avoids the potential maximum at x = 0. The state just above it, which is the band edge used here, resembles cos(πx/d) and is even, as required. Its curvature, computed on a grid of 24 points per period, gives a mass of about 0.23 m₀, and the gap is about 6.0 ħ²/(m₀d²). The donor level is then found on the same grid from the full Hamiltonian, with the free mass m₀ and the periodic potential kept. The ratio of this binding energy to the envelope result is

- 1.07 for a Bohr radius of 10 periods,
- 1.02 for 20 periods,
- 1.006 for 40 periods.

The band mass thus does replace the free mass, and the error falls by more than a factor of two each time the orbit doubles. In this model the envelope equation underestimates the binding, but neither the size nor the sign of this error carries over to three dimensions. The two problems share the envelope equation and not its corrections. For example, the cell average of u_k* u_k′ falls below 1 as 1 − G(k−k′)²/2 with G > 0, which adds (G/2)U″ to the potential on a line and (G/2)∇²U in space. On the line U″ = −2g/|x|³ is negative and strengthens the binding. In space ∇²U = 4π(C/ε)δ(r) is positive and weakens it. The calculation does not separate the contributions of band nonparabolicity and of the rapid variation of the potential near the core. It tests the envelope approximation and not the dielectric screening.

**10. Silicon, germanium and silicon carbide**

The conduction-band minima of these hosts are anisotropic: the mass depends on direction. Stretching the coordinates can make the kinetic energy isotropic, but the Coulomb potential then becomes anisotropic, so the problem no longer reduces to hydrogen.

The isotropic result still gives bounds for a single valley with an isotropic ε. In hexagonal silicon carbide ε itself depends on direction, and because silicon carbide is polar, the condition on the optical-phonon energy from section 2 must be checked as well. Let μ₁ and μ₂ be the smallest and largest principal mass ratios. For any given F, the kinetic energy lies between those computed with the isotropic masses μ₂m₀ and μ₁m₀. Since the ground-state energy is the minimum of the energy expectation value, it is ordered in the same way:

μ₁Ry/ε² ≤ E_d ≤ μ₂Ry/ε².

These hosts also have several equivalent valleys. Without coupling between them, each valley contributes a ground state of the same energy. The short-range potential of the core couples the valleys and can split these states, which a single-valley equation cannot describe. The bounds therefore apply to the envelope model, and the measured binding energy of a real donor can lie outside them.

The numerical output below lists the main computed values.

Values computed for the example and the checks

```
Rydberg energy = 13.6057 eV
hydrogen Bohr radius = 0.052918 nm
mu=0.1 eps=15: E_d formula 6.047, numerical 6.047 meV; a_d 7.938 nm
mu=0.2 eps=15: E_d formula 12.094, numerical 12.094 meV; a_d 3.969 nm
mu=0.1 eps=10: E_d formula 13.606, numerical 13.606 meV; a_d 5.292 nm
example: mu = 0.1, eps = 15, lattice spacing = 0.5 nm
numerical 2s level = -1.512 meV
numerical 2p level = -1.512 meV
numerical 1s-2p spacing = 4.535 meV
numerical peak of radial density = 7.94 nm
numerical mean radius = 11.91 nm
best Gaussian trial energy = -0.8488 E_d
a_d / lattice spacing = 15.88
cubic cells in a sphere of radius a_d = 16759
one tenth of zone-edge wave number = 0.6283 1/nm
momentum weight beyond it = 5.90e-04
screening length 0.10 nm: extra binding 0.1299 meV, 1st order 0.1075 meV
  extra binding / E_d = 2.15 percent
screening length 0.05 nm: extra binding 0.0286 meV, 1st order 0.0269 meV
  extra binding / E_d = 0.47 percent
1D crystal: band mass = 0.2304 m0
1D crystal: gap = 5.9646 hbar^2/(m0 period^2)
1D crystal, Bohr radius 10 periods: full/envelope binding = 1.06990
1D crystal, Bohr radius 20 periods: full/envelope binding = 1.02072
1D crystal, Bohr radius 40 periods: full/envelope binding = 1.00608
```
